# When a Film with Conducting Surfaces Becomes Less Resistive on Thinning, part 2

When does thinning a flat film lower its effective resistivity? The film has thickness $t$, interior conductivity $\sigma_b$ (averaged over the thickness) and a sheet of conductance $G_s$, in siemens, on each face. The currents add, so $G=t\sigma_b+2G_s$, $\rho_{\rm eff}=t/G$, and the resistance is proportional to $1/G$. Thinning lowers $\rho_{\rm eff}$ when $G-tG'>0$, with $G'=dG/dt$.

The bulk carriers have charge $-e$, spin degeneracy two, Fermi wavevector $k_F$, speed $v$ and mean free path $\lambda$; $\sigma_0=1/\rho_0=e^2k_F^2\lambda/(3\pi^2\hbar)$. Each face reflects a fraction $p$ specularly and the rest diffusely; $0\le p<1$ unless $p=1$ is stated. Let $\mu=|v_z|/v$ (with $z$ across the film, $x$ along the field), $\kappa=t/\lambda$ and $q=e^{-\kappa/\mu}$. With equilibrium distribution $f_0(\varepsilon)$, the semiclassical kinetic equation gives the mean path $\bar L$ and $\sigma_b$:
$$
\frac{\bar L}{\lambda}=1-\frac{\mu}{\kappa}\,\frac{(1-p)(1-q)}{1-pq}. \tag{7}
$$
$$
\sigma_b=\frac{e^2}{4\pi^3}\int d^3k\,\frac{v_x^2}{v}\,\bar L\left(-\frac{\partial f_0}{\partial\varepsilon}\right). \tag{8}
$$
Hence
$$
\frac{\sigma_b}{\sigma_0}=F=1-\frac{cI}{\kappa},\qquad c=\frac{3(1-p)}{2},\qquad
I=\int_0^1(\mu-\mu^3)\frac{1-q}{1-pq}\,d\mu .
$$
$I$ increases with $\kappa$ towards $\tfrac14$.

With $g=2G_s/(\sigma_0\lambda)$, thinning lowers the resistivity when
$$
g>D(\kappa),\qquad D=\kappa^2\frac{dF}{d\kappa}. \tag{12}
$$
$$
D=c\,(I-\kappa I'). \tag{13}
$$
$$
D=c\int_0^1(\mu-\mu^3)\,\bigl[h(x)-x\,h'(x)\bigr]\,d\mu . \tag{14}
$$
Here $I'=dI/d\kappa$, $x=\kappa/\mu$, $h(x)=(1-e^{-x})/(1-pe^{-x})$ and $h''/h'=-(1+pe^{-x})/(1-pe^{-x})$.

$D$ increases strictly from zero to
$$
D_\infty=\frac c4=\frac{3(1-p)}{8}. \tag{15}
$$
For strong sheets, $g\ge D_\infty$, the resistivity falls throughout thinning. For weak sheets, $0<g<D_\infty$, it peaks at $t^*=\kappa^*\lambda$, where $D(\kappa^*)=g$. The boundary is
$$
G_c=\frac{3(1-p)}{16}\,\sigma_0\lambda . \tag{16}
$$

### 2.4 Falling resistivity and resistivity below bulk

These are different conditions. Dividing $\rho_{\rm eff}=t/(t\sigma_b+2G_s)$ by $\rho_0$ gives
$$
\frac{\rho_{\rm eff}}{\rho_0}=\frac{1}{F+g/\kappa}. \tag{17}
$$
The film is less resistive than the bulk when $F+g/\kappa>1$, that is, when
$$
g>S(\kappa),\qquad S=\kappa(1-F)=cI .
$$
The function $S$ rises from zero to the same limit $c/4$. For strong sheets the resistivity is therefore below $\rho_0$ at every finite thickness. For weak sheets it equals $\rho_0$ at one thickness $t_c=\kappa_c\lambda$, and it is smaller than $\rho_0$ below $t_c$.

Since $S-D=c\kappa I'>0$, we have $S(\kappa_c)=g=D(\kappa^*)<S(\kappa^*)$. As $S$ increases, $\kappa_c<\kappa^*$, so $t_c<t^*$. Between $t_c$ and $t^*$ the resistivity falls on thinning but is still above the bulk value.

The resistance rises on thinning in both cases. From $D>0$ it follows that $d\sigma_b/dt>0$, so $G'=\sigma_b+t\,d\sigma_b/dt$ is positive.

### 2.5 Thick films and displaced bulk

For $\kappa$ well above one, $cI$ may be replaced by $D_\infty$ up to exponentially small terms. Then $\kappa F=\kappa-D_\infty$, and the sheet conductance is a straight line in thickness:
$$
G\simeq\sigma_0t+2G_s-\sigma_0\lambda D_\infty . \tag{18}
$$
A fit to thick films gives $\sigma_0$ from the slope. The intercept gives only the difference between surface conduction and surface scattering. To obtain $G_s$ separately, the product $(1-p)\lambda$ must be known from elsewhere. Including films down to about one mean free path may help little unless the data are very accurate. For sheet A of the worked example below, the conductances calculated with $p=0$ between 3 and 50 nm are reproduced to within 0.2% by a fit that assumes $p=0.5$ and adjusts $\sigma_0$, $\lambda$ and $G_s$. That fit, which minimizes the relative deviations, returns a $G_s$ of roughly 0.67 to 0.69 mS instead of 0.80 mS; the exact value depends on how the thicknesses are spaced.

The sheet may also take the place of bulk conduction within a depth $d$ of each face. Suppose the bulk carriers are confined to a thickness $t-2d$, with scattering at the edges of that region. Replacing $t$ by $t-2d$ in the bulk part of (18) gives
$$
G\simeq\sigma_0t+2G_s-2\sigma_0d-\sigma_0\lambda D_\infty .
$$
The slope is still $\sigma_0$, so $G-tG'$ is the constant part. Thinning a thick film lowers the resistivity when
$$
G_s>\sigma_0d+\frac{3(1-p)}{16}\,\sigma_0\lambda . \tag{19}
$$
Only the excess over the displaced bulk conductance helps. For $p=1$ the condition is $G_s>\sigma_0d$. In a numerical test near 20 mean free paths, the slope of $\rho_{\rm eff}$ changed sign between sheets 1% below and 1% above threshold (19), for $p=0$, 0.5 and 1 and for two depths.

### 2.6 What the threshold asks of a surface state

Take as the sheet a two-dimensional state without spin degeneracy, with energy $\hbar v_sk$, a circular Fermi line of radius $k_s$ and transport mean free path $\ell_s$. The density of states in wavevector space is $1/(2\pi)^2$. The analogue of the bulk conductivity integral, with angular factor $\int\cos^2\varphi\,d\varphi=\pi$, is
$$
G_s=\frac{e^2}{4\pi^2}\,\pi\int k\,v_s\ell_s\left(-\frac{\partial f_0}{\partial\varepsilon}\right)dk=\frac{e^2k_s\ell_s}{4\pi\hbar}=\frac{e^2}{h}\,\frac{k_s\ell_s}{2}, \tag{20}
$$
where $d\varepsilon=\hbar v_s\,dk$ and $h=2\pi\hbar$. For the bulk, the same replacement of $\hbar$ gives
$$
\sigma_0\lambda=\frac{e^2(k_F\lambda)^2}{3\pi^2\hbar}=\frac{2}{3\pi}\,\frac{e^2}{h}\,(k_F\lambda)^2 .
$$
Insertion in (16) yields
$$
G_c=\frac{e^2}{h}\,\frac{(1-p)(k_F\lambda)^2}{8\pi},\qquad
k_s\ell_s\ge\frac{(1-p)(k_F\lambda)^2}{4\pi}, \tag{21}
$$
the second relation being the condition for strong sheets without displaced bulk.

The threshold is quadratic in the bulk mean free path. One factor $\lambda$ comes from the bulk conductivity and the other from the depth over which a face disturbs the bulk current. Good bulk conduction therefore makes a falling resistivity harder to reach. If disorder shortens $\lambda$ and $\ell_s$ by the same factor, the left side of the second relation falls by that factor and the right side by its square, so the condition for strong sheets becomes easier to meet. At a fixed thickness well below $\lambda$ the opposite can happen. For $p=0$ and $t=0.3\lambda$, halving both paths halves $G_s$, but lowers the sheet conductance required by (12) only to 55% of its former value.

Nothing in the derivation requires the sheet to be topological. Topology may account for the existence of the surface state or for a long $\ell_s$, but the resistivity depends on it only through $G_s$, $p$ and, where it matters, $d$.

### 2.7 Worked example

The parameters are round model values and represent no particular material: $k_F=8\ \mathrm{nm^{-1}}$, $\lambda=3$ nm and $p=0$. With $e^2/h=38.740\ \mathrm{\mu S}$, and hence $e^2/\hbar=243.4\ \mathrm{\mu S}$,
$$
\sigma_0=\frac{(243.4\times10^{-6}\ \mathrm S)(8\times10^9\ \mathrm{m^{-1}})^2(3\times10^{-9}\ \mathrm m)}{3\pi^2}=1.578\times10^6\ \mathrm{S/m}.
$$
The bulk resistivity is $\rho_0=63.35\ \mathrm{\mu\Omega\,cm}$, and $\sigma_0\lambda=4.735$ mS. The threshold is
$$
G_c=\tfrac{3}{16}\times4.735\ \mathrm{mS}=0.888\ \mathrm{mS}
$$
per surface, or $k_s\ell_s=24^2/(4\pi)=45.8$.

Sheet A has $G_s=0.80$ mS and sheet B has 1.20 mS. Their reduced strengths are
$$
g_A=\frac{1.60}{4.735}=0.338,\qquad g_B=\frac{2.40}{4.735}=0.507 .
$$
The limit is $D_\infty=0.375$, so A is weak and B is strong.

At $t=5$ nm, $F=0.788$ and the interior contributes 6.218 mS. With sheet A,
$$
\rho_{\rm eff}=\frac{5\times10^{-9}\ \mathrm m}{(6.218+1.600)\times10^{-3}\ \mathrm S}=6.396\times10^{-7}\ \mathrm{\Omega\,m}=63.96\ \mathrm{\mu\Omega\,cm}.
$$
Here $D=0.302$ is smaller than $g_A$, so the resistivity is already falling on thinning, although it is still above $\rho_0$. This agrees with the two characteristic thicknesses, $t^*=6.85$ nm and $t_c=3.89$ nm. A direct search for the maximum, using the numerical solution of the kinetic equation, gives the same $t^*$ to the digits shown.

The effective resistivities, in $\mathrm{\mu\Omega\,cm}$, are:

| $t$ (nm) | no sheets | A | B |
|---:|---:|---:|---:|
| 3 | 92.6 | 62.0 | 53.2 |
| 5 | 80.4 | 64.0 | 58.0 |
| 7 | 75.2 | 64.1 | 59.8 |
| 10 | 71.3 | 64.0 | 60.9 |
| 50 | 64.8 | 63.5 | 62.9 |

The peak for A is $64.15\ \mathrm{\mu\Omega\,cm}$, about 1.3% above the bulk value. Over this range sheet A almost cancels the size effect, and a measurement with an uncertainty of a few per cent would show a nearly constant resistivity. The resistance is far from constant. The sheet resistance $\rho_{\rm eff}/t$ with A is 64 Ω at 10 nm and 128 Ω at 5 nm.

The classification is sensitive to the other parameters. For $p=0.5$ the threshold drops to 0.444 mS and A becomes strong. For $\lambda=10$ nm it rises to 9.87 mS, larger by $(10/3)^2$, and both sheets are weak. With $\lambda=3$ nm, $p=0$ and a displaced depth of 0.1 nm, the thick-film threshold is $0.888+0.158=1.046$ mS, which B still exceeds.

### 2.8 Evaluation and range of use

To apply the result, compute $g$ and compare it with $D_\infty$. If $g$ is smaller, solve $D(\kappa)=g$ for the peak and $cI(\kappa)=g$ for the return to the bulk value. Both functions are monotonic, so each equation has one root and bisection is safe once the root is bracketed.

At small $x$ the difference $1-e^{-x}$ should be computed with a routine made for it. The bracket in (14) also loses digits there, since its linear terms cancel. Expanding $h$ to second order gives $h-xh'\simeq-\tfrac12x^2h''(0)$. With $h'(0)=1/(1-p)$ and the ratio $h''/h'$ found above,
$$
h-xh'\simeq\frac{(1+p)\,x^2}{2(1-p)^2},
$$
which can be used when $x$ is much smaller than $1-p$. Its relative error is of first order in $x$: for $p$ between 0 and 0.9 it is 2% or less at $x=0.01(1-p)$, but 6 to 17% at $x=0.1(1-p)$.

The semiclassical treatment needs many occupied subbands. For hard walls the allowed wavevectors across the film are multiples of $\pi/t$, so about $k_Ft/\pi$ subbands are occupied. In the example this is about 17 at $t^*$ and 10 at $t_c$, but only two or three at 1 nm. The entries for the thinnest films in the numerical output therefore illustrate the model and are not predictions. The same holds for the limit $\rho_{\rm eff}\to0$ as $t\to0$.

Many subbands do not remove every quantum correction. Let $t$ be the distance between hard walls, and keep the Fermi level at its bulk value. For specular faces and one common mean free path, subband $n$ contributes in proportion to $k_F^2-(n\pi/t)^2$. Apart from oscillations with thickness, the sum over subbands is
$$
\sum_n\left[k_F^2-\left(\frac{n\pi}{t}\right)^2\right]\simeq\frac{2k_F^3t}{3\pi}-\frac{k_F^2}{2}.
$$
The first term is the bulk result. The second does not depend on $t$ and acts like a displaced depth $d=3\pi/(8k_F)$ at each face. In the example this is 0.147 nm. The faces there are diffuse, but the shift is the same if each subband keeps the mean path (7) for its angle. The constant comes from the lower end of the sum, where $\mu\to0$ and $\bar L\to\lambda$. Under these assumptions $\sigma_0d=0.232$ mS is to be added to the threshold, as in (19), for the trend averaged over one oscillation period $\pi/k_F$. The oscillations are small in $\rho_{\rm eff}$ itself, about 0.01% near 20 nm, but they do not die out in the intercept $G-tG'$. For sharp subbands the sheet conductance needed for a locally falling resistivity swings between about 0.7 and 1.5 mS around the mean of 1.12 mS. Thermal and collisional broadening of the subbands, or a spread in thickness, damps these ripples. At $t^*$ the loss is about 4% of $\sigma_0t$, more than the height of the peak. The peak calculated for sheet A therefore applies only if this displacement is absent.

Whether it is present depends on what $t$ means. For a parabolic band, specular faces and one common relaxation time, the conductance of the interior is proportional to its number of electrons per unit area. If $t$ is the thickness of material that supplies electrons at the bulk density, and the interior is neutral, this number is the bulk density times $t$, and the displacement vanishes. With diffuse faces it vanishes only in the limit of thick films. For a parabolic band with the parameters of the example, about a fifth of the loss in conductance is left at 7 nm. Because this remainder decreases with thickness, it weighs more in the slope: on average it raises the sheet conductance needed for a falling resistivity at 7 nm from about 0.80 to 0.90 mS. If the band is not parabolic, part of it can remain at every thickness. The definition of the thickness and the shape of the band must therefore be settled before a correction is added.

The result also fails when the two surface states overlap across the film, since $G_s$ then depends on thickness. Scattering between the sheets and the interior couples the currents that were added here as independent. Grain boundaries or a composition that changes with thickness alter $\sigma_b(t)$. If the modified $\sigma_b(t)$ and $G_s(t)$ are known and the currents still add, the criterion $G>tG'$ remains valid, while the threshold $3(1-p)/8$ and the single peak must be derived anew.

## Computed values

```
bulk Fermi wavevector k_F = 8.0 nm^-1
bulk mean free path lambda = 3.0 nm
specular fraction p = 0.0
conductance quantum e^2/h = 38.740 uS
bulk conductivity sigma0 = 1.5784e+06 S/m
bulk resistivity rho0 = 63.35 uOhm cm
sigma0*lambda = 4.7353 mS
threshold g (dimensionless) = 0.3750
threshold G_s per surface = 0.8879 mS
threshold k_s*l_s (dimensionless) = 45.84
sheet A: G_s = 0.80 mS, g = 0.3379, k_s*l_s = 41.30
sheet B: G_s = 1.20 mS, g = 0.5068, k_s*l_s = 61.95
sheet A peak: kappa = 2.2821, t* = 6.846 nm
sheet A peak from kinetic solution: t* = 6.846 nm
sheet A peak resistivity = 64.147 uOhm cm
sheet A crossing of rho0: t_c = 3.889 nm
threshold G_s at p = 0.5: 0.4439 mS
threshold G_s at lambda = 10 nm: 9.8652 mS
thick-film threshold G_s at d = 0.1 nm: 1.0457 mS
t = 5 nm: F = 0.7878, D = 0.3016
t = 5 nm: bulk sheet conductance = 6.2176 mS
rho_eff in uOhm cm; columns: t in nm, no sheets, sheet A with p=1,
sheet A with p=0, sheet B with p=0
   1   147.811    31.462    43.926    32.504
   2   107.360    42.045    57.755    46.917
   3    92.642    47.354    62.006    53.208
   5    80.417    52.675    63.959    58.021
   7    75.168    55.340    64.147    59.765
  10    71.333    57.523    64.026    60.906
  20    67.130    60.298    63.708    62.125
  50    64.812    62.095    63.496    62.857
 100    64.075    62.718    63.425    63.105
```
